# Surface stress from a linear fit of slab force against thickness

## The result

Take a crystalline slab with $N$ atomic layers and two equivalent free faces of the same in-plane orientation. The layers are taken to be equivalent in the bulk; where layers of different composition alternate, $N$ counts complete repeat units and $d$ is their height. Hold its in-plane lattice fixed and let the layers relax along the normal, which is enough when symmetry forbids lateral shifts of the layers, as in the example below. If the slab is thick enough for its faces not to influence each other, the in-plane force per width is

$$F_N=\sigma_b\,t_N+2f,\qquad t_N=Nd. \tag{1}$$

Here $\sigma_b$ is the in-plane stress and $d$ the layer spacing of the bulk crystal, both at the imposed in-plane lattice and at zero normal stress. The surface stress of one face, at that same lattice, is $f$. Tension is positive. In a plot of $F_N$ against $t_N$ the slope is the residual bulk stress, and half the intercept is the surface stress.

The units fit together conveniently: $1\ \mathrm{GPa}\times1\ \mathrm{nm}=1\ \mathrm{N/m}$. With $F$ in N/m and $t$ in nm, the slope is in GPa.

## Two slabs by hand

The example is an fcc (001) slab described by a model potential, given below, whose round parameters represent no particular material. Its in-plane lattice is stretched equally in both directions by 0.50 %, as in a film under misfit strain. The bulk layer spacing is then $d=0.197462$ nm. Two relaxed slabs give

- $N=10$: $t=1.97462$ nm, $F=3.14369$ N/m;
- $N=20$: $t=3.94924$ nm, $F=4.13670$ N/m.

The ten extra layers add bulk material but no new surface. The extra force therefore gives the bulk stress:

$$\sigma_b=\frac{4.13670-3.14369}{3.94924-1.97462}=\frac{0.99301}{1.97462}=0.5029\ \mathrm{GPa}.$$

The bulk part of the ten-layer force is the same 0.99301 N/m, because that slab has the thickness of the added material. What remains belongs to the two faces:

$$2f=3.14369-0.99301=2.15068\ \mathrm{N/m},\qquad f=1.0753\ \mathrm{N/m}.$$

Halving the force of a single slab would have given 1.572 N/m for $N=10$ and 2.068 N/m for $N=20$. These values exceed $f$ by 46 % and 92 %. The error is $\sigma_bt/2$, so a thicker slab makes it worse.

## What the force per width means

Let the surface cell have sides $L_x$ and $L_y$, with area $A=L_xL_y$. The slab pulls on an edge of width $L_y$ with force $FL_y$. Lengthening the cell by $dL_x=L_x\,d\varepsilon_{xx}$ takes the work

$$dE=FL_y\,dL_x=FA\,d\varepsilon_{xx}
\quad\Rightarrow\quad
F=\frac1A\frac{dE}{d\varepsilon_{xx}}. \tag{2}$$

A positive $F$ means that stretching costs energy, so the slab pulls inward on its frame. The strain in (2) is a small further strain measured from the held state, and $A$ is the current area.

A periodic calculation usually reports a stress averaged over a cell of height $L$, vacuum included. That stress is $\sigma_{\rm cell}=(AL)^{-1}dE/d\varepsilon_{xx}$, hence

$$F=L\,\sigma_{\rm cell}.$$

The vacuum dilutes $\sigma_{\rm cell}$ but cancels from $F$. If the code reports pressure as positive, the sign must be reversed first.

The energy in (2) is that of a relaxed slab, whose layer heights $z_i$ follow the strain. By the chain rule,

$$\frac{dE}{d\varepsilon_{xx}}=\frac{\partial E}{\partial\varepsilon_{xx}}
+\sum_i\frac{\partial E}{\partial z_i}\frac{dz_i}{d\varepsilon_{xx}}.$$

At relaxation every $\partial E/\partial z_i$ is zero and the sum vanishes. One stress evaluation at the relaxed heights is then sufficient.

## Why the points lie on a line

In a relaxed free slab no layer feels a net force and nothing pulls from outside, so no normal force is transmitted across any plane between layers. Deep inside a thick slab the crystal is therefore in its bulk state at the imposed in-plane lattice and zero normal stress. Let $e(\varepsilon,d)$ be the bulk energy per layer and surface cell. The spacing satisfies $\partial e/\partial d=0$, and $e_b(\varepsilon)$ denotes the energy at this minimum.

Inserting one more layer in the middle adds $e_b$. The slab energy is thus

$$E_N=Ne_b+2\gamma A+R_N, \tag{3}$$

where $\gamma$ is the surface energy per area of one face, measured against the equally strained bulk. The remainder $R_N$ is the interaction between the faces and tends to zero with thickness.

Now apply (2) to each term. One bulk layer occupies the volume $Ad$, and $\partial e/\partial d=0$ removes the effect of the changing spacing. By the definition of stress,

$$\frac1A\frac{de_b}{d\varepsilon_{xx}}
=\frac1A\frac{\partial e}{\partial\varepsilon_{xx}}=\sigma_b d.$$

For the surface term, $A\to A(1+d\varepsilon_{xx})$ gives $dA/d\varepsilon_{xx}=A$, so

$$f\equiv\frac1A\frac{d(\gamma A)}{d\varepsilon_{xx}}
=\gamma+\frac{d\gamma}{d\varepsilon_{xx}}. \tag{4}$$

This is the Shuttleworth relation. Adding the pieces,

$$F_N=N\sigma_bd+2f+\frac1A\frac{dR_N}{d\varepsilon_{xx}}, \tag{5}$$

which becomes (1) when the last term is negligible.

Equation (4) provides a route to $f$ that uses energies and no slab stress. Under equal biaxial strain $\eta$, both $\varepsilon_{xx}$ and $\varepsilon_{yy}$ equal $\eta$. The fourfold symmetry of this surface makes their contributions equal, so $d\gamma/d\eta=2\,d\gamma/d\varepsilon_{xx}$. Half the biaxial derivative is 0.03668 N/m, and the surface energy is 1.03867 J/m², which is the same unit as N/m. Therefore

$$f=1.0387+0.0367=1.0754\ \mathrm{N/m},$$

in agreement with the hand calculation within rounding. Here $f$ exceeds $\gamma$ because stretching raises the surface energy per area.

## The force in the model

The potential is of the second-moment tight-binding form. With one atom per layer in the surface cell,

$$E=\sum_i\Big[\sum_j\phi(r_{ij})-\xi\sqrt{\rho_i}\Big],\qquad
\rho_i=\sum_j\psi(r_{ij}),$$

where $i$ runs over the atoms of one cell and $j$ over all their neighbours. The pair functions are $\phi=A_0e^{-p(r/r_0-1)}$ and $\psi=e^{-2q(r/r_0-1)}$, both multiplied by the cutoff $1-u^3(10-15u+6u^2)$ with $u=(r-4.5\ \text{Å})/(2\ \text{Å})$, which falls smoothly from one at 4.5 Å to zero at 6.5 Å; the quoted values depend on this form. The parameters are $A_0=0.10$ eV, $\xi=1.30$ eV, $p=11$, $q=2.5$ and $r_0=2.80$ Å.

A strain $\varepsilon_{xx}$ changes $x_{ij}$ by $x_{ij}\,d\varepsilon_{xx}$. From $r^2=x^2+y^2+z^2$ one has $r\,dr=x\,dx$, so $dr/d\varepsilon_{xx}=x^2/r$. The square root contributes the factor $1/(2\sqrt{\rho_i})$:

$$F=\frac1A\sum_i\sum_j
\left[\phi'(r_{ij})-\frac{\xi\,\psi'(r_{ij})}{2\sqrt{\rho_i}}\right]
\frac{x_{ij}^2}{r_{ij}}. \tag{6}$$

For $N=12$ this gives 3.34229 N/m. The difference in energy between two slabs strained slightly in opposite senses along $x$, each relaxed again, gives the same value to the printed digits. This tests both (6) and the use of fixed heights.

## From two slabs to many

With $n$ slabs, choose the line $a+bt$ that minimizes $\sum_k(F_k-a-bt_k)^2$. Setting the derivative with respect to $a$ to zero gives

$$\sum_k(F_k-a-bt_k)=0\quad\Rightarrow\quad a=\bar F-b\bar t,$$

where bars denote means over the slabs. The derivative with respect to $b$, with this $a$ inserted, gives

$$\sum_kt_k\big[(F_k-\bar F)-b(t_k-\bar t)\big]=0.$$

The brackets sum to zero, so $t_k$ in front may be replaced by $t_k-\bar t$. Hence

$$b=\frac{\sum_k(t_k-\bar t)(F_k-\bar F)}{S},\quad
S=\sum_k(t_k-\bar t)^2,\quad
f=\frac{\bar F-b\bar t}{2}. \tag{7}$$

Six slabs with $N=10,12,\dots,20$ have $\bar t=2.96193$ nm, $\bar F=3.64020$ N/m and $S=2.72939$ nm². Their thicknesses lie symmetrically about the mean, at distances $5d$, $3d$ and $d$. Pairing the slabs on opposite sides turns the numerator into

$$0.98731(0.99301)+0.59239(0.59581)+0.19746(0.19860)=1.3726.$$

The slope is $1.3726/2.72939=0.5029$ GPa. The intercept is $3.6402-0.50288\times2.96193=2.1507$ N/m, and therefore

$$f=1.075\ \mathrm{N/m}=0.0671\ \mathrm{eV/Å^2}.$$

A separate sum over the infinite crystal gives a bulk stress of 0.50288 GPa, equal to the fitted slope. This comparison is worth making in any application, since it can expose slabs that are too thin or bulk and slab settings that do not match.

## The unstressed limit

At the equilibrium lattice $\sigma_b=0$, and (1) reduces to $F_N=2f$ for every sufficiently thick slab. All six unstrained slabs indeed give 2.13686 N/m, so $f=1.0684$ N/m. One slab would suffice here, provided that the equilibrium lattice were known well enough.

How well is that? The ratio of bulk stress to biaxial strain in the example is about 100 GPa. A lattice error of 0.05 % then leaves a stress of about 0.05 GPa. In the 20-layer slab, half its force is $0.05\times3.95/2\approx0.10$ N/m, or roughly a tenth of $f$. The fit removes this contribution through the slope. More generally, any spurious stress that adds $c\,t$ to every force changes $b$ by $c$ and leaves $a$ unchanged. An error that adds the same constant to every force goes entirely into the intercept.

The fit does not convert the result to another lattice. The strained and unstrained surface stresses differ by 0.0069 N/m, which is a dependence of $f$ on strain in this potential and not an error of the fit. For so small a difference the reference width matters. If force is referred to the unstrained width, each value at the stretched lattice is multiplied by 1.005. Then $f$ becomes 1.0807 N/m, and the difference grows to 0.0123 N/m. A strain dependence of surface stress should be quoted with its convention.

## Where the slab ends

The thickness $Nd$ assigns one full bulk spacing to each layer. Suppose instead that a thickness $t'=Nd-\delta$ is used, with the same $\delta$ for all slabs. Substitution in (1) gives

$$F_N=\sigma_bt'+2\left(f+\frac{\sigma_b\delta}{2}\right). \tag{8}$$

The slope is unchanged, but half the intercept moves by $\sigma_b\delta/2$. The distance between the outermost atomic planes is such a choice. For $N=20$ it is 3.74577 nm, so $\delta=3.94924-3.74577=0.20347$ nm. This is one spacing plus 0.006 nm from the contraction of the relaxed slab. Equation (8) predicts

$$1.0753+\tfrac12(0.50288)(0.20347)=1.1265\ \mathrm{N/m},$$

which is what the fit against the outer-plane distance returns. It is nearly 5 % above the $f$ of (4). Thus $Nd$ is the choice consistent with a surface energy obtained by subtracting $N$ bulk layers. When $\sigma_b=0$ the distinction disappears.

The ambiguity can be avoided by fitting $F_N$ against $N$ itself. The intercept is still $2f$, and the slope is $\sigma_bd$. The spacing is then needed to express the slope as a stress, but not to find $f$.

## Two ways to obtain a wrong intercept

**Slabs that are too thin.** The last term of (5) measures the interaction between the faces. Relative to the line through the thick slabs, the force deviates by 0.245 N/m at $N=2$, $0.0003$ at $N=3$, $-0.0045$ at $N=4$, $-0.0003$ at $N=5$ and about $-3\times10^{-7}$ at $N=8$. The approach is not monotonic: the three-layer slab happens to lie closer to the line than the four-layer slab. One small deviation is therefore no proof that the faces have decoupled.

A fit to $N=2$ through 5 gives a slope of 0.129 GPa and $f=1.235$ N/m, which is 15 % too high. The two-layer slab causes nearly all of this. In units of layers the mean is 3.5 and the sum of squared distances is 5, so by (7) its deviation changes the slope by

$$\frac{(2-3.5)(0.245)}{5\times0.19746}=-0.37\ \mathrm{GPa}.$$

This accounts for the fall from 0.503 to 0.129 GPa. The remedy is to drop the thinnest slabs until slope and intercept stop changing. The thickness needed here reflects a short-ranged potential; a model with longer-ranged interactions needs its own check. In electronic-structure calculations of metal slabs, the confinement of the electrons can make the force oscillate with thickness over many more layers.

**Slabs that are not relaxed.** If all layers are left at the bulk spacing $d$, the forces again form a line with slope 0.50288 GPa, because each added interior layer is still in the correct bulk state. Half the intercept, however, is 1.402 N/m, 30 % above the relaxed value. A straight line with the right slope does not certify relaxation. The normal forces on the layers have to be inspected.

The reason for this sensitivity follows from expanding about the relaxed heights. If the layers are displaced by $u_i$, the energy changes at second order, since its first derivatives vanish. The in-plane force changes at first order:

$$\Delta F\simeq\frac1A\sum_i
\frac{\partial^2E}{\partial\varepsilon_{xx}\,\partial z_i}\,u_i.$$

A relaxation that is good enough for the energy may therefore be too coarse for the surface stress.

## Scatter, and when to fix the slope

Numerical settings may leave each force with an independent random error of standard deviation $s$. From (7), the slope is a sum of the forces with weights $(t_k-\bar t)/S$. The squares of these weights sum to $1/S$, so the variance of $b$ is $s^2/S$. The variance of $\bar F$ is $s^2/n$. The covariance of $\bar F$ and $b$ is proportional to $\sum_k(t_k-\bar t)=0$. Since $f=(\bar F-b\bar t)/2$, its standard error is

$$\mathrm{SE}(f)=\frac s2\sqrt{\frac1n+\frac{\bar t^{\,2}}S}. \tag{9}$$

For $s=0.05$ N/m and the six slabs above,

$$\mathrm{SE}(f)=0.025\sqrt{0.1667+3.2143}=0.046\ \mathrm{N/m}.$$

The second term dominates, because the intercept is an extrapolation from the thicknesses used back to zero. For two slabs, $\bar t=(t_1+t_2)/2$ and $S=(t_2-t_1)^2/2$, and (9) becomes

$$\mathrm{SE}(f)=\frac s2\,\frac{\sqrt{t_1^2+t_2^2}}{t_2-t_1}.$$

At $t_2=2t_1$, as in the hand calculation, this is $\sqrt5\,s/2=0.056$ N/m. It falls towards $s/2$ when $t_2\gg t_1$, and it diverges when the thicknesses approach each other. A wide range is valuable, provided that its thin end is still decoupled.

If the slope is instead fixed at a separately computed bulk stress, then $f=(\bar F-\sigma_b\bar t)/2$. Its standard error is $s/(2\sqrt n)=0.010$ N/m, more than four times smaller. The price is a bias: an error $\delta\sigma$ in the bulk stress shifts the result by $-\delta\sigma\,\bar t/2$. Evaluating the bulk at a lattice 0.05 % too large gives $\delta\sigma=0.0473$ GPa and a shift of $-0.070$ N/m, larger than the scatter that was to be avoided.

The two choices can be compared by their mean square errors. Fixing the slope is better when

$$\frac{s^2}{4n}+\frac{\delta\sigma^2\bar t^{\,2}}4
<\frac{s^2}4\left(\frac1n+\frac{\bar t^{\,2}}S\right)
\quad\Longleftrightarrow\quad
|\delta\sigma|<\frac s{\sqrt S}.$$

The right side is the standard error of the fitted slope. The bulk stress should be imposed if it is known better than the slabs themselves determine it. Here the limit is $0.05/\sqrt{2.72939}=0.030$ GPa, and the error of 0.047 GPa exceeds it. Random sampling with normally distributed errors confirms both standard-error formulas.

## The general procedure

1. Choose one in-plane lattice and keep it, together with all numerical settings, for every slab.
2. Relax the layers until the in-plane force, and not merely the energy, has converged.
3. Form $F_N=L\sigma_{\rm cell}$ with tension positive, or differentiate the energy as in (2).
4. Fit $F_N$ against $Nd$ and halve the intercept.
5. Remove the thinnest slabs until the result is stable, and compare the slope with a separate bulk stress.
6. Quote $f$ with its lattice, its thickness convention and its standard error.

The $xx$ and $yy$ forces are equal when the strained slab has a threefold, fourfold or sixfold rotation axis along its normal. Without such an axis, fit them separately and use only slabs whose two faces have the same orientation. If not even a twofold axis lies along the normal, as for fcc (311) or (210), the in-plane strain can also produce a shear stress $\sigma_{xz}$ or $\sigma_{yz}$. The layers must then be free to shift laterally as well, and the bulk reference must have zero shear traction on the layer planes in addition to zero normal stress. The faces of an ideal diamond (001) slab, for example, are parallel for even $N$ but turned by 90° to each other for odd $N$. In the odd case half the intercept is the mean of the $xx$ and $yy$ surface stresses of one face. If the two faces differ, the intercept is $f_1+f_2$, and no set of thicknesses can separate the two. A reconstruction changes the surface itself, so every slab must carry the same one, in a cell large enough to hold it. The example has one atom per layer in its cell, and its layers move only along the normal, so it cannot reconstruct; its values describe the ideal (001) surface of this potential at zero temperature. The complete set of forces and checks is in the numerical output below.

## Table of computed values

```
Repulsion A = 0.10 eV, hopping xi = 1.30 eV
Exponents p = 11.0, q = 2.5; r0 = 2.80 angstrom
Cutoff from 4.5 to 6.5 angstrom
Equilibrium in-plane cell side = 2.81245 angstrom
Imposed biaxial strain = 0.50 %
Strained cell side = 2.82651 angstrom
Bulk layer spacing, unstrained = 1.98870 angstrom
Bulk layer spacing, strained = 1.97462 angstrom
N, N*d (nm), F strained (N/m), F unstrained (N/m):
  10  1.97462  3.14369  2.13686
  12  2.36955  3.34229  2.13686
  14  2.76447  3.54090  2.13686
  16  3.15940  3.73950  2.13686
  18  3.55432  3.93810  2.13686
  20  3.94924  4.13670  2.13686
(N*d in the table is for the strained slabs)
Mean thickness, strained = 2.96193 nm
Sum of squared thickness deviations = 2.72939 nm^2
Fitted slope, strained = 0.50288 GPa
Bulk stress from lattice sum = 0.50288 GPa
Bulk stress / strain = 100.58 GPa
Fitted intercept 2f, strained = 2.15069 N/m
Surface stress f, strained = 1.07534 N/m
Same f = 0.06712 eV/angstrom^2
Largest fit residual = 8.5e-11 N/m
Fitted slope, unstrained = -3.9e-07 GPa
Surface stress f, unstrained = 1.06843 N/m
Change of f with imposed strain = 0.00691 N/m
Force N=12, virial = 3.34229 N/m
Force N=12, energy difference = 3.34229 N/m
Surface energy, strained = 1.03867 J/m^2
d(surface energy)/d(strain_xx) = 0.03668 N/m
f from surface energy = 1.07534 N/m
Half force of strained N=10 slab = 1.57185 N/m
Half force of strained N=20 slab = 2.06835 N/m
Outer-plane distance N=20 = 3.74577 nm
Half intercept, outer-plane thickness = 1.12651 N/m
Frozen slabs: slope = 0.50288 GPa
Frozen slabs: half intercept = 1.40207 N/m
Deviation from thick-slab line, N=2: 2.45e-01 N/m
Deviation from thick-slab line, N=3: 3.00e-04 N/m
Deviation from thick-slab line, N=4: -4.45e-03 N/m
Deviation from thick-slab line, N=5: -2.80e-04 N/m
Deviation from thick-slab line, N=8: -2.67e-07 N/m
Fit N=2 to 5: slope = 0.12855 GPa, f = 1.23471 N/m
Assumed scatter in each F = 0.050 N/m
SE(f), free slope: formula 0.04597, sampled 0.04575 N/m
SE(f), fixed slope: formula 0.01021, sampled 0.01020 N/m
Bulk lattice error in bias test = 0.050 %
Resulting bulk-stress error = 0.04726 GPa
Bias of f: formula -0.06998, found -0.06998 N/m
```
